\section*{Magnetic dipole rate of the hydrogen 21 cm line}

\section*{Problem}

A hydrogen atom in its 1s state has two hyperfine levels, with total spin $F=1$ and $F=0$, where $\mathbf F=\mathbf S+\mathbf I$ is the sum of the electron spin $\mathbf S$ and the proton spin $\mathbf I$. The upper level, $F=1$, can decay to the lower one by emitting a photon of wavelength near 21 cm.

\begin{enumerate}
\item Show that the electric dipole transition is absent, and identify the operator that drives the decay.
\item Find the transition frequency from the contact interaction of the two spins.
\item Evaluate the spin matrix element between the two levels.
\item Derive the spontaneous emission rate and give it per second, taking the electron spin factor as 2 and neglecting the proton's part of the transition moment.
\item Derive the Lyman alpha rate, 2p to 1s, in the same way. How much of the ratio of the two rates is due to the cube of the frequency, how much to $\alpha^2$, and what is left over?
\end{enumerate}

\paragraph{Conventions.} Hartree atomic units are used, with $\hbar=m_e=e=4\pi\varepsilon_0=1$. The speed of light is $c=1/\alpha$, so $\mu_0=1/(\varepsilon_0c^2)=4\pi\alpha^2$. A magnetic moment has energy $-\boldsymbol\mu\cdot\mathbf B$, and the Bohr magneton is $1/2$. The electron $g$ factor $g_e$ is taken positive; the negative charge appears as an explicit sign. With $\eta=m_e/m_p$, the nuclear magneton is $\eta/2$ and the reduced mass is $m_r=1/(1+\eta)$.

The spatial motion is nonrelativistic, the proton is a point, and the atom is isolated in the electromagnetic vacuum. The data are
\begin{align*}
\alpha&=7.29735\times10^{-3}, & \eta&=5.44617\times10^{-4},\\
g_e&=2.002319, & g_p&=5.585695,\\
m_r&=0.9994557, & t_{\rm au}&=2.418884\times10^{-17}\ \mathrm{s},
\end{align*}
where $t_{\rm au}$ is the atomic unit of time.

\section*{Hints}

\begin{enumerate}
\item Both hyperfine levels have the same spatial wavefunction. Consider its parity and its orbital angular momentum.
\item A magnetization $\mathbf M$ is equivalent to a current density $\nabla\times\mathbf M$. Use the Biot--Savart law to find the field of the electron's spin magnetization at the proton.
\item The singlet satisfies $(\mathbf S+\mathbf I)|00\rangle=0$. This fixes the proton matrix element once the electron one is known.
\item Half of the zero-point energy of a field mode is magnetic. That normalizes the field in the golden rule.
\item The other half is electric. Replace the magnetic coupling by $-\mathbf d\cdot\mathbf E$ and see which power of $\alpha$ changes.
\end{enumerate}

\section*{Solution}

\subsection*{1. The operator that drives the decay}

The electric dipole operator of the neutral atom is $\mathbf d=-\mathbf r$, where $\mathbf r$ points from the proton to the electron. It does not act on the spins. Between the hyperfine levels its matrix element therefore contains the factor $\langle1s|\mathbf r|1s\rangle$. The density $|\psi_{1s}|^2$ is even under $\mathbf r\to-\mathbf r$ and $\mathbf r$ is odd, so this integral vanishes.

The magnetic moment has an orbital part proportional to $\mathbf L$, which gives zero on an s state. The spin part remains:
\begin{equation}
\boldsymbol\mu=\boldsymbol\mu_e+\boldsymbol\mu_p
=-\frac{g_e}{2}\mathbf S+\frac{g_p\eta}{2}\mathbf I .
\label{moment}
\end{equation}
The signs differ because the electron's moment is opposite to its spin, while the proton's is parallel to its spin.

\subsection*{2. The transition frequency}

Let $n(r)=|\psi_{1s}(r)|^2=(m_r^3/\pi)e^{-2m_rr}$. The electron carries the spin magnetization $\mathbf M=n(r)\boldsymbol\mu_e$. Since $\boldsymbol\mu_e$ does not depend on position, the equivalent current is
\begin{equation}
\mathbf J=\nabla\times\mathbf M=\nabla n\times\boldsymbol\mu_e
=n'(r)\,\hat{\mathbf r}\times\boldsymbol\mu_e .
\end{equation}
In the Biot--Savart law the vector from the source point to the proton is $-\mathbf r$. With $\mu_0/4\pi=\alpha^2$,
\begin{align}
\mathbf B(0)
&=\alpha^2\int d^3r\,\frac{\mathbf J\times(-\mathbf r)}{r^3}\nonumber\\
&=-\alpha^2\int_0^\infty dr\,n'(r)\int d\Omega\,
(\hat{\mathbf r}\times\boldsymbol\mu_e)\times\hat{\mathbf r}.
\end{align}
The factor $r^2$ of the volume element has cancelled the $1/r^2$ of the field. The double cross product is $\boldsymbol\mu_e-\hat{\mathbf r}(\hat{\mathbf r}\cdot\boldsymbol\mu_e)$. The angular average of $\hat r_i\hat r_j$ is $\delta_{ij}/3$, so the angular integral is $4\pi(1-1/3)\boldsymbol\mu_e=(8\pi/3)\boldsymbol\mu_e$. The radial integral is $n(\infty)-n(0)=-n(0)$. Hence
\begin{equation}
\mathbf B(0)=\frac{8\pi}{3}\alpha^2n(0)\boldsymbol\mu_e
=\frac83\alpha^2m_r^3\boldsymbol\mu_e .
\end{equation}
The numerical output gives the same coefficient, $2.6623\,\alpha^2$, from a finite-difference curl followed by quadrature.

The proton's energy in this field, to first order in the interaction, is
\begin{align}
H&=-\boldsymbol\mu_p\cdot\mathbf B(0)\nonumber\\
&=-\frac83\alpha^2m_r^3
\left(\frac{g_p\eta}{2}\right)\left(-\frac{g_e}{2}\right)
\mathbf I\cdot\mathbf S\nonumber\\
&=\omega\,\mathbf S\cdot\mathbf I,\qquad
\omega=\frac23\alpha^2g_eg_p\eta m_r^3 .
\label{omega}
\end{align}
Squaring $\mathbf F=\mathbf S+\mathbf I$ gives
\begin{equation}
\mathbf S\cdot\mathbf I=\frac12\left[F(F+1)-\frac34-\frac34\right],
\end{equation}
which is $1/4$ for $F=1$ and $-3/4$ for $F=0$. The difference is one, so $\omega$ is the splitting itself, and the triplet lies higher because $\omega>0$.

Insertion of the data gives
\begin{align}
\omega&=\tfrac23(5.32514\times10^{-5})(2.002319)(5.585695)\nonumber\\
&\quad\times(5.44617\times10^{-4})(0.9994557)^3
=2.1589\times10^{-7}.
\end{align}
The ordinary frequency is $\omega/(2\pi t_{\rm au})=1420$ MHz, and the wavelength is 21.1 cm. Relativistic, further radiative and proton-structure corrections are left out of this frequency. The relativistic (Dirac) factor alone raises $\omega$ by a relative $8\times10^{-5}$. The corrections partly cancel, and the measured line at 1420.406 MHz lies about $6\times10^{-5}$ below the value found here. The fifth digit of $\omega$ therefore belongs to the model; the three-figure rates below are not affected.

\subsection*{3. The spin matrix element}

Write the electron spin first and the proton spin second. The singlet and the triplet state with zero projection are
\begin{equation}
|00\rangle=\frac{|\uparrow\downarrow\rangle-|\downarrow\uparrow\rangle}{\sqrt2},
\qquad
|10\rangle=\frac{|\uparrow\downarrow\rangle+|\downarrow\uparrow\rangle}{\sqrt2}.
\end{equation}
The operator $S_z$ multiplies the first term of $|10\rangle$ by $1/2$ and the second by $-1/2$, so $S_z|10\rangle=\frac12|00\rangle$. For $I_z$ the two signs are exchanged. Therefore
\begin{equation}
\langle00|S_z|10\rangle=\frac12,\qquad
\langle00|I_z|10\rangle=-\frac12 .
\end{equation}
The operators $S_x,S_y,I_x,I_y$ flip one spin and turn $|10\rangle$ into combinations of $|\uparrow\uparrow\rangle$ and $|\downarrow\downarrow\rangle$, which have no overlap with the singlet. The transition vector thus has a $z$ component alone:
\begin{equation}
\langle00|\mu_z|10\rangle
=-\frac{g_e}{2}\cdot\frac12+\frac{g_p\eta}{2}\cdot\left(-\frac12\right)
=-\frac{g_e+g_p\eta}{4}.
\label{element}
\end{equation}
The two contributions add, because the opposite signs of the moments in \eqref{moment} meet opposite signs of the spin matrix elements.

Define the strength $S_M=\sum_i|\langle00|\mu_i|t\rangle|^2$ for a normalized triplet state $|t\rangle$. With $g_e\to2$ and the proton term dropped from the transition moment, \eqref{element} becomes $-1/2$, and
\begin{equation}
S_M=\frac14 .
\end{equation}
The proton moment is dropped here because it is a small addition to the electron's. It cannot be dropped from $\omega$, which is proportional to it. The frequency \eqref{omega} is kept as computed.

The strength is the same for every triplet state. To see this, define $|e_i\rangle=2S_i|00\rangle$. The spin-half product rule $4S_iS_j=\delta_{ij}+2i\sum_k\epsilon_{ijk}S_k$ and $\langle00|\mathbf S|00\rangle=0$ give $\langle e_i|e_j\rangle=\delta_{ij}$ and $\langle00|e_i\rangle=0$. The three $|e_i\rangle$ are therefore an orthonormal basis of the triplet space. Since $\langle00|S_i|t\rangle=\frac12\langle e_i|t\rangle$, the sum of squares is $1/4$ for any $|t\rangle$. The proton operator changes this by a common factor, because $(\mathbf S+\mathbf I)|00\rangle=0$ implies $\langle00|I_i|t\rangle=-\langle00|S_i|t\rangle$.

\subsection*{4. The emission rate}

Take field modes in a large volume $V$, with wavevector $\mathbf k$, frequency $\omega_k=k/\alpha$ and real polarization vector $\boldsymbol\epsilon$. The magnetic field of a mode points along $\mathbf b=\hat{\mathbf k}\times\boldsymbol\epsilon$. Write its operator as
\begin{equation}
\mathbf B=B_k\mathbf b\left(a\,e^{i\mathbf k\cdot\mathbf r}
+a^\dagger e^{-i\mathbf k\cdot\mathbf r}\right),
\end{equation}
with the phase absorbed in $a$. In the vacuum $\langle\mathbf B^2\rangle=B_k^2$. The zero-point energy is $\omega_k/2$, and half of it is magnetic:
\begin{equation}
\frac{VB_k^2}{2\mu_0}=\frac{\omega_k}{4}
\quad\Longrightarrow\quad
B_k^2=\frac{\mu_0\omega_k}{2V}=\frac{2\pi\alpha^2\omega_k}{V}.
\end{equation}
The atom has a size of about one bohr, and $k=\alpha\omega\approx1.6\times10^{-9}$ per bohr, so the exponential may be replaced by one at the atom. With $\mathbf v=\langle00|\boldsymbol\mu|t\rangle$, the squared matrix element for emitting one photon is $B_k^2|\mathbf v\cdot\mathbf b|^2$.

The golden rule sums this over all modes. The number of modes in $d^3k$ for each polarization is $V\,d^3k/(2\pi)^3$, and $k^2dk=\alpha^3\omega_k^2d\omega_k$. Thus
\begin{align}
A_M&=2\pi\sum_{\boldsymbol\epsilon}\int\frac{V\,d^3k}{(2\pi)^3}\,
B_k^2|\mathbf v\cdot\mathbf b|^2\,\delta(\omega_k-\omega)\nonumber\\
&=2\pi\,\frac{V\alpha^3\omega^2}{(2\pi)^3}\,
\frac{2\pi\alpha^2\omega}{V}
\int d\Omega\sum_{\boldsymbol\epsilon}|\mathbf v\cdot\mathbf b|^2\nonumber\\
&=\frac{\alpha^5\omega^3}{2\pi}
\int d\Omega\left(|\mathbf v|^2-|\hat{\mathbf k}\cdot\mathbf v|^2\right).
\end{align}
In the last line the two vectors $\mathbf b$ span the plane perpendicular to $\hat{\mathbf k}$. The angular integral is $4\pi(1-1/3)|\mathbf v|^2=(8\pi/3)S_M$, so
\begin{equation}
A_M=\frac43\alpha^5\omega^3S_M .
\label{AM}
\end{equation}
For $S_M=1/4$ this is $A_M=\alpha^5\omega^3/3$. Numerically,
\begin{align}
A_M&=\frac{(2.06932\times10^{-11})(1.00623\times10^{-20})}{3}
=6.941\times10^{-32}\ \text{a.u.},\nonumber\\
\frac{A_M}{t_{\rm au}}&=2.87\times10^{-15}\ \mathrm{s^{-1}} .
\end{align}
The mean lifetime is $1.10\times10^7$ years. A direct golden-rule sum over the discrete modes of a box 50 wavelengths wide gives $2.871\times10^{-15}\ \mathrm{s^{-1}}$, using a shell of half-width three mode spacings. This number depends on the discretization: half-widths from one to five spacings give $2.85$ to $2.88\times10^{-15}\ \mathrm{s^{-1}}$ in the same box, and boxes of 30 and 70 wavelengths give $2.83$ to $2.89\times10^{-15}\ \mathrm{s^{-1}}$. The sum thus confirms the rate to about one percent.

This is the rate in vacuum. If each mode near $\omega$ already holds $\bar n$ photons on average, the factor $\langle aa^\dagger\rangle=\bar n+1$ multiplies the emission rate. In thermal radiation with $k_BT\gg\omega$, $\bar n\approx k_BT/\omega$ is large, and stimulated emission is then faster than spontaneous emission. Since $\omega/k_B=0.068$ K, this is already the case in the 2.7 K cosmic background, where $\bar n\approx39$. Collisions that exchange spin can also shorten the life of the upper level. In either case $1/A_M$ is no longer its lifetime.

\subsection*{5. Comparison with Lyman alpha}

For an electric transition the coupling is $-\mathbf d\cdot\mathbf E$. The electric half of the zero-point energy gives
\begin{equation}
\frac{\varepsilon_0VE_k^2}{2}=\frac{\omega_k}{4}
\quad\Longrightarrow\quad
E_k^2=\frac{\omega_k}{2\varepsilon_0V}=\frac{2\pi\omega_k}{V}.
\end{equation}
This is $B_k^2/\alpha^2$. The mode count and the polarization integral are unchanged, so
\begin{equation}
A_E=\frac43\alpha^3\omega_L^3S_E,\qquad
S_E=\sum_i|\langle1s|r_i|2p\rangle|^2 .
\label{AE}
\end{equation}
The levels $-m_r/(2n^2)$ give $\omega_L=\frac{m_r}{2}(1-\frac14)=\frac{3m_r}{8}=0.37480$. Here $k=\alpha\omega_L\approx2.7\times10^{-3}$ per bohr, so the dipole approximation is still good. Fine structure is neglected.

For the 2p state along $z$,
\begin{equation}
\psi_{2p_z}=\frac{m_r^{5/2}}{4\sqrt{2\pi}}\,r\cos\theta\,e^{-m_rr/2},
\qquad
\psi_{1s}=\sqrt{\frac{m_r^3}{\pi}}\,e^{-m_rr}.
\end{equation}
With $z=r\cos\theta$, the matrix element is
\begin{align}
\langle1s|z|2p_z\rangle
&=\frac{m_r^4}{4\sqrt2\,\pi}\int d\Omega\cos^2\theta
\int_0^\infty dr\,r^4e^{-3m_rr/2}\nonumber\\
&=\frac{m_r^4}{4\sqrt2\,\pi}\cdot\frac{4\pi}{3}\cdot
\frac{4!\,2^5}{3^5m_r^5}
=\frac{256}{243\sqrt2\,m_r}.
\end{align}
The $x$ and $y$ elements vanish on integration over the azimuth. Squaring,
\begin{equation}
S_E=\frac{2^{15}}{3^{10}m_r^2}=0.5555\ \text{bohr}^2 .
\end{equation}
By rotational symmetry the other 2p states have the same strength. Equation \eqref{AE} becomes
\begin{equation}
A_E=\frac43\alpha^3\,\frac{3^3m_r^3}{2^9}\,
\frac{2^{15}}{3^{10}m_r^2}
=\left(\frac23\right)^8\alpha^3m_r .
\end{equation}
Its value is $1.515\times10^{-8}$ a.u., or $6.26\times10^8\ \mathrm{s^{-1}}$, a lifetime of 1.60 ns.

Dividing \eqref{AM} by \eqref{AE} separates three factors:
\begin{align}
\frac{A_M}{A_E}
&=\left(\frac{\omega}{\omega_L}\right)^3\alpha^2\,\frac{S_M}{S_E}\nonumber\\
&=(5.760\times10^{-7})^3(5.325\times10^{-5})(0.450)\nonumber\\
&=(1.911\times10^{-19})(5.325\times10^{-5})(0.450)
=4.58\times10^{-24}.
\end{align}
In powers of ten, the frequency contributes $-18.72$, $\alpha^2$ contributes $-4.27$, and the strengths contribute $-0.35$, for a total of $-23.34$. What is left over is thus a factor of about one half. Scaling the Lyman alpha rate by frequency cubed and $\alpha^2$ alone would give $6.4\times10^{-15}\ \mathrm{s^{-1}}$, which has the right order of magnitude but is 2.2 times too large.

The explicit $\alpha^2$ comes from $B_k=\alpha E_k$: a spin moment of order one in atomic units meets a field weaker by $\alpha$ in these units. The frequency factor contains further powers of $\alpha$. From \eqref{omega},
\begin{equation}
\frac{\omega}{\omega_L}=\frac{16}{9}\alpha^2g_eg_p\eta m_r^2 ,
\end{equation}
so at fixed $g$ factors, and apart from the weak dependence on $m_r$, the rate ratio scales as $(\alpha^2\eta)^3\alpha^2=\alpha^8\eta^3$. The small hyperfine frequency reflects both the magnetic character of the spin interaction and the small moment of the heavy proton.

\section*{Variation 1: the full spin moment}

\textbf{Question.} How does the rate change if the actual electron $g$ factor and the proton's transition moment are kept, at the same frequency?

\textbf{Solution.} Equation \eqref{element} gives
\begin{equation}
S_M=\left(\frac{g_e+g_p\eta}{4}\right)^2
=\left(\frac{2.002319+0.003042}{4}\right)^2=0.25134 .
\end{equation}
By \eqref{AM} the rate grows by the factor $0.25134/0.25=1.0054$, to
\begin{equation}
A_M=2.88\times10^{-15}\ \mathrm{s^{-1}} .
\end{equation}
The increase of 0.54\% relative to the simple rate is enough to alter the third figure. The proton's share $g_p\eta=0.0030$ is about 1.3 times the electron's excess $g_e-2=0.0023$. The two corrections are of similar size, so keeping one without the other would not be a consistent refinement. Had the two contributions to \eqref{element} been subtracted, the proton would have lowered the rate. The value $2.87\times10^{-15}\ \mathrm{s^{-1}}$ belongs to the simple moment.

\section*{Variation 2: the same spin moment at the Lyman alpha frequency}

\textbf{Question.} Suppose a magnetic dipole transition had the simple strength $S_M=1/4$ but the frequency $\omega_L$. What would its rate be?

\textbf{Solution.} The frequency factor in the ratio becomes one, so
\begin{align}
A_M(\omega_L)&=A_E\,\alpha^2\frac{S_M}{S_E}\nonumber\\
&=(6.265\times10^8\ \mathrm{s^{-1}})
(5.325\times10^{-5})(0.450)\nonumber\\
&=1.50\times10^4\ \mathrm{s^{-1}} .
\end{align}
The lifetime would be about 67 microseconds instead of eleven million years. This is a hypothetical transition that isolates the effect of the coupling; it is not the magnetic dipole rate of 2p to 1s. At equal frequency the magnetic coupling costs between four and five powers of ten. The remaining nineteen or so, in the real hyperfine decay, come from its low frequency.

\section*{Table of computed values}
\begin{verbatim}
alpha = 0.00729735
alpha^2 = 5.32514e-05
alpha^5 = 2.06932e-11
electron g factor (positive) = 2.002319
proton g factor = 5.585695
electron/proton mass ratio = 5.446170e-04
reduced mass = 0.9994557 electron masses
atomic unit of time = 2.418884e-17 s
contact field / alpha^2, quadrature = 2.662314 a.u.
contact field / alpha^2, formula = 2.662314 a.u.
hyperfine omega = 2.15890e-07 a.u.
hyperfine frequency = 1420.49 MHz
hyperfine wavelength = 21.105 cm
<00|S_z|10> = 0.500
<00|I_z|10> = -0.500
S_M, simple moment = 0.250000 a.u.
S_M, full moment = 0.251342 a.u.
hyperfine omega^3 = 1.00623e-20 a.u.
A_M1, simple moment = 6.9407e-32 a.u.
A_M1, simple moment = 2.8694e-15 s^-1
A_M1, simple, mode sum = 2.8706e-15 s^-1
A_M1, full moment = 2.8848e-15 s^-1
A_M1, full, mode sum = 2.8860e-15 s^-1
increase from full moment = 0.537 %
lifetime, simple = 1.1044e+07 years
lifetime, full = 1.0985e+07 years
Lyman alpha omega = 0.374796 a.u.
<1s|z|2p0> = 0.745341 bohr
S_E = 0.555534 bohr^2
A_E1, Lyman alpha = 1.5154e-08 a.u.
A_E1, Lyman alpha = 6.2649e+08 s^-1
A_E1, mode sum = 6.2675e+08 s^-1
Lyman alpha lifetime = 1.5962 ns
frequency ratio = 5.76019e-07
frequency ratio cubed = 1.9112e-19
frequency^3 times alpha^2 = 1.0178e-23
strength ratio S_M/S_E, simple = 0.45002
rate ratio A_M1/A_E1, simple = 4.5801e-24
rate ratio A_M1/A_E1, full = 4.6046e-24
log10 frequency factor = -18.719
log10 alpha^2 = -4.274
log10 strength ratio = -0.347
log10 rate ratio, simple = -23.339
estimate without strength ratio = 6.3761e-15 s^-1
simple M1 rate at Lyman alpha omega = 1.5013e+04 s^-1
\end{verbatim}
